# Term-dependent and configuration-average Hartree-Fock for the carbon 2p² terms: a numerical check

```python
"""Term-dependent Hartree-Fock for carbon 1s2 2s2 2p2.

Result under test: E_T = A + c_T F2(2p,2p), with c = -1/5 (3P), 1/25 (1D),
2/5 (1S), -2/25 (configuration average). Minimizing separately for each term
gives E(3P) = -37.688619 hartree. The 1D-3P splitting stays close to that
of average orbitals, while 1S-1D shrinks.
Symbols: P(r) = r times radial orbital; F2 = quadrupole Slater integral;
A = all other energy terms; eps = orbital energy.
Lengths are in bohr and energies in hartree inside the program.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy import constants as const
from scipy.special import eval_genlaguerre, gammaln
from pyscf import gto

Z = 6
C_TERM = {"3P": -1 / 5, "1D": 1 / 25, "1S": 2 / 5}
C_AV = (9 * C_TERM["3P"] + 5 * C_TERM["1D"] + C_TERM["1S"]) / 15

# Radial grid and the integral operators for r_<^k / r_>^(k+1)
M = 260
node, node_weight = leggauss(M)
r = 2 * (1 + node) / (1 - node)
w = node_weight * 4 / (1 - node) ** 2
leg = legvander(node, M)
antiderivative = leg[:, 1:] - np.hstack([-np.ones((M, 1)), leg[:, :M - 1]])
cumulative = 0.5 * (antiderivative @ leg[:, :M].T) * w[None, :]
kernel = []
for k in range(3):
    inner = r[:, None] ** (-k - 1.0) * cumulative * r[None, :] ** k
    outer = r[:, None] ** k * (w[None, :] - cumulative) * r[None, :] ** (-k - 1.0)
    kernel.append(inner + outer)


def laguerre_basis(radius, l, decay, size):
    """Orthonormal radial functions and their first derivatives."""
    x = 2 * decay * np.asarray(radius, float)[:, None]
    n = np.arange(size)[None, :]
    a = 2 * l + 2
    norm = np.exp(0.5 * (np.log(2 * decay) + gammaln(n + 1) - gammaln(n + a + 1)))
    envelope = norm * np.exp(-x / 2) * x ** l
    poly = eval_genlaguerre(n, float(a), x)
    lower = np.where(n > 0, eval_genlaguerre(np.maximum(n - 1, 0), a + 1.0, x), 0.0)
    return (envelope * x * poly,
            2 * decay * envelope * ((l + 1 - x / 2) * poly - x * lower))


def make_space(decay, size):
    space = {"decay": decay, "size": size, "B": [], "dB": [], "T": [], "h": []}
    for l in (0, 1):
        b, db = laguerre_basis(r, l, decay, size)
        assert np.allclose(b.T @ (w[:, None] * b), np.eye(size), atol=1e-9)
        kin = 0.5 * (db.T @ (w[:, None] * db)
                     + l * (l + 1) * b.T @ ((w / r ** 2)[:, None] * b))
        space["B"].append(b)
        space["dB"].append(db)
        space["T"].append(kin)
        space["h"].append(kin - Z * b.T @ ((w / r)[:, None] * b))
    return space


def slater_parts(space, cs, cp):
    """Return A, F2 and kinetic energy from the Slater-integral expression."""
    ps, pp = space["B"][0] @ cs, space["B"][1] @ cp

    def integral(k, rho1, rho2):
        return np.dot(w * rho1, kernel[k] @ rho2)

    s1, s2 = ps[:, 0], ps[:, 1]
    a = 2 * np.trace(cs.T @ space["h"][0] @ cs) + 2 * cp @ space["h"][1] @ cp
    a += integral(0, s1**2, s1**2) + integral(0, s2**2, s2**2)
    a += 4 * integral(0, s1**2, s2**2) - 2 * integral(0, s1 * s2, s1 * s2)
    for s in (s1, s2):
        a += 4 * integral(0, s**2, pp**2) - 2 / 3 * integral(1, s * pp, s * pp)
    a += integral(0, pp**2, pp**2)
    kin = 2 * np.trace(cs.T @ space["T"][0] @ cs) + 2 * cp @ space["T"][1] @ cp
    return a, integral(2, pp**2, pp**2), kin


def fock_matrices(space, cs, cp, c):
    bs, bp = space["B"]
    ps, pp = bs @ cs, bp @ cp

    def exchange(k, orbital, b):
        product = orbital[:, None] * b
        return product.T @ (w[:, None] * (kernel[k] @ product))

    y_s = kernel[0] @ np.sum(ps**2, axis=1)
    y_p = kernel[0] @ pp**2
    fs = space["h"][0] + bs.T @ ((w * (2 * y_s + 2 * y_p))[:, None] * bs)
    fs = fs - exchange(1, pp, bs) / 3
    v_p = 2 * y_s + y_p + c * (kernel[2] @ pp**2)
    fp = space["h"][1] + bp.T @ ((w * v_p)[:, None] * bp)
    for j in range(2):
        fs = fs - exchange(0, ps[:, j], bs)
        fp = fp - exchange(1, ps[:, j], bp) / 3
    return (fs + fs.T) / 2, (fp + fp.T) / 2


def solve(space, c, frozen_s=None):
    """Self-consistent orbitals for coefficient c; optionally only 2p relaxes."""
    # starting orbitals: bare nucleus with reduced charge 4
    start = [space["T"][l] + (space["h"][l] - space["T"][l]) * 4 / Z for l in (0, 1)]
    cs = np.linalg.eigh(start[0])[1][:, :2] if frozen_s is None else frozen_s
    cp = np.linalg.eigh(start[1])[1][:, 0]
    mixed = None
    for _ in range(400):
        fs, fp = fock_matrices(space, cs, cp, c)
        error = np.linalg.norm(fp @ cp - cp * (cp @ fp @ cp))
        if frozen_s is None:
            error += np.linalg.norm(fs @ cs - cs @ (cs.T @ fs @ cs))
        if error < 1e-8:
            break
        if mixed is None:
            mixed = [fs, fp]
        else:
            mixed = [0.6 * fs + 0.4 * mixed[0], 0.6 * fp + 0.4 * mixed[1]]
        if frozen_s is None:
            cs = np.linalg.eigh(mixed[0])[1][:, :2]
        cp = np.linalg.eigh(mixed[1])[1][:, 0]
    assert error < 1e-8, "self-consistency not reached"
    eps_s, rotation = np.linalg.eigh(cs.T @ fs @ cs)
    if frozen_s is None:
        cs = cs @ rotation
    a, f2, kin = slater_parts(space, cs, cp)
    pp = space["B"][1] @ cp
    return {"cs": cs, "cp": cp, "c": c, "A": a, "F2": f2, "T": kin,
            "E": a + c * f2, "eps_s": eps_s, "eps_p": cp @ fp @ cp,
            "radius": np.sum(w * r * pp**2)}


# Angular coefficients: diagonalize P2(cos gamma) for two p electrons
mu, mu_weight = leggauss(6)
phi = 2 * np.pi * np.arange(12) / 12
sine = np.sqrt(1 - mu**2)
direction = np.stack([np.outer(sine, np.cos(phi)), np.outer(sine, np.sin(phi)),
                      np.outer(mu, np.ones(12))], axis=-1).reshape(-1, 3)
sphere_weight = np.repeat(mu_weight / 24, 12)
moment = 3 * np.einsum("q,qi,qk,qa,qb->ikab", sphere_weight,
                       direction, direction, direction, direction)
delta = np.eye(3)
quadrupole = 0.5 * (3 * np.einsum("ikab,jlab->ijkl", moment, moment)
                    - np.einsum("ik,jl->ijkl", delta, delta)).reshape(9, 9)
angular_values = np.linalg.eigvalsh(quadrupole)
assert np.allclose(angular_values, [C_TERM["3P"]] * 3 + [C_TERM["1D"]] * 5
                   + [C_TERM["1S"]], atol=1e-12)

# Hartree-Fock solutions
space = make_space(4.0, 44)
terms = {name: solve(space, c) for name, c in C_TERM.items()}
average = solve(space, C_AV)
assert abs(terms["3P"]["E"] + 37.688619) < 5e-7
other_space = make_space(3.0, 27)
basis_change = max(abs(solve(other_space, c)["E"] - terms[name]["E"])
                   for name, c in C_TERM.items())
assert basis_change < 1e-7

# Virial theorem, and stationarity under arbitrary small orbital changes
rng = np.random.default_rng(4)
fade = 0.6 ** np.arange(space["size"])
trial_step = 3e-5
virial_error = 0.0
for sol in terms.values():
    virial_error = max(virial_error, abs(sol["E"] / sol["T"] + 1))
    for _ in range(4):
        ds = rng.normal(size=(space["size"], 2)) * fade[:, None]
        dp = rng.normal(size=space["size"]) * fade
        shifted = []
        for step in (trial_step, -trial_step):
            cs_new = np.linalg.qr(sol["cs"] + step * ds)[0]
            cp_new = sol["cp"] + step * dp
            cp_new = cp_new / np.linalg.norm(cp_new)
            a, f2, _ = slater_parts(space, cs_new, cp_new)
            shifted.append(a + sol["c"] * f2)
        assert abs(shifted[0] - shifted[1]) / (2 * trial_step) < 1e-5
        assert min(shifted) > sol["E"]
assert virial_error < 1e-7


# Pointwise test of the radial equations, with separate quadrature for Y^k
def orbitals_at(basis_space, sol, radius):
    decay, size = basis_space["decay"], basis_space["size"]
    bs = laguerre_basis(radius, 0, decay, size)[0]
    bp = laguerre_basis(radius, 1, decay, size)[0]
    return np.column_stack([bs @ sol["cs"], bp @ sol["cp"]])


def equation_residual(basis_space, solutions):
    """Largest residual of the 1s, 2s and 2p equations at four radii."""
    gx, gw = leggauss(100)
    h = 1e-3
    stencil = np.array([-1 / 12, 4 / 3, -5 / 2, 4 / 3, -1 / 12]) / h**2
    largest = 0.0
    for sol in solutions:
        for point in (0.3, 1.0, 2.5, 5.0):
            r_in, w_in = point * (gx + 1) / 2, gw * point / 2
            r_out = point + (45 - point) * (gx + 1) / 2
            w_out = gw * (45 - point) / 2
            p_in = orbitals_at(basis_space, sol, r_in)
            p_out = orbitals_at(basis_space, sol, r_out)

            def y(k, a, b):
                near = np.sum(w_in * r_in**k * p_in[:, a] * p_in[:, b])
                far = np.sum(w_out * r_out**(-k - 1.0) * p_out[:, a] * p_out[:, b])
                return near / point**(k + 1) + far * point**k

            values = orbitals_at(basis_space, sol, point + h * np.arange(-2, 3))
            mid = values[2]
            residual = -(stencil @ values) / 2
            y_s = y(0, 0, 0) + y(0, 1, 1)
            for s in (0, 1):
                residual[s] += ((-Z / point + 2 * y_s + 2 * y(0, 2, 2)
                                 - sol["eps_s"][s]) * mid[s]
                                - y(0, 0, s) * mid[0] - y(0, 1, s) * mid[1]
                                - y(1, s, 2) * mid[2] / 3)
            residual[2] += ((1 / point**2 - Z / point + 2 * y_s + y(0, 2, 2)
                             + sol["c"] * y(2, 2, 2) - sol["eps_p"]) * mid[2]
                            - (y(1, 0, 2) * mid[0] + y(1, 1, 2) * mid[1]) / 3)
            largest = max(largest, np.abs(residual).max())
    return largest


# Pointwise residuals reveal truncation that the energy hardly feels
residuals = {}
for decay, size in ((2.5, 36), (4.0, 36)):
    trial_space = make_space(decay, size)
    trial_terms = [solve(trial_space, c) for c in C_TERM.values()]
    residuals[decay, size] = equation_residual(trial_space, trial_terms)
main_residual = equation_residual(space, terms.values())
residuals[space["decay"], space["size"]] = main_residual
assert main_residual < 1e-4, residuals

# Independent energies: Gaussian projection and full p2 Hamiltonian
shells = [[0, [0.07 * 2.2**k, 1.0]] for k in range(18)]
shells += [[1, [0.04 * 2.2**k, 1.0]] for k in range(12)]
mol = gto.M(atom="C 0 0 0", basis={"C": shells}, spin=2, verbose=0)
overlap = mol.intor("int1e_ovlp")
kinetic = mol.intor("int1e_kin")
one_body = kinetic + mol.intor("int1e_nuc")
two_body = mol.intor("int2e")
first_ao = mol.ao_loc_nr()
gaussian_gap = {}
for name, sol in terms.items():
    coefficients = [sol["cs"], sol["cp"]]
    rhs_s, rhs_p = np.zeros((mol.nao, 2)), np.zeros((mol.nao, 3))
    for shell in range(mol.nbas):
        l, exponent = mol.bas_angular(shell), mol.bas_exp(shell)[0]
        radial = gto.gto_norm(l, exponent) * r**(l + 1) * np.exp(-exponent * r**2)
        d_radial = ((l + 1) / r - 2 * exponent * r) * radial
        # scalar product <a|1 + T|b>, so that the kinetic energy is fitted too
        fit = ((w * radial * (1 + l * (l + 1) / (2 * r**2))) @ space["B"][l]
               + (w * d_radial / 2) @ space["dB"][l]) @ coefficients[l]
        start = first_ao[shell]
        if l == 0:
            rhs_s[start] = fit
        else:
            rhs_p[start:start + 3] = np.eye(3) * fit
    projected = []
    for rhs in (rhs_s, rhs_p):
        coeff = np.linalg.solve(overlap + kinetic, rhs)
        val, vec = np.linalg.eigh(coeff.T @ overlap @ coeff)
        projected.append(coeff @ (vec / np.sqrt(val)) @ vec.T)
    core, valence = projected
    density = 2 * core @ core.T
    mean_field = (np.einsum("ijkl,kl->ij", two_body, density)
                  - 0.5 * np.einsum("ikjl,kl->ij", two_body, density))
    core_energy = np.sum(density * (one_body + mean_field / 2))
    h_p = valence.T @ (one_body + mean_field) @ valence
    v_p = np.einsum("ijkl,ia,jb,kc,ld->abcd", two_body, valence, valence,
                    valence, valence, optimize=True)
    pair_h = (np.kron(h_p, delta) + np.kron(delta, h_p)
              + v_p.transpose(0, 2, 1, 3).reshape(9, 9))
    level = np.linalg.eigvalsh(pair_h)[{"3P": 0, "1D": 5, "1S": 8}[name]]
    gaussian_gap[name] = core_energy + level - sol["E"]
    # finite Gaussian set: the nuclear cusp is reproduced only approximately
    assert -1e-7 < gaussian_gap[name] < 2e-4, (name, gaussian_gap[name])

# Splittings as integrals of F2 over the continuous coefficient c
own_pd = terms["1D"]["E"] - terms["3P"]["E"]
own_ds = terms["1S"]["E"] - terms["1D"]["E"]
q, qw = leggauss(4)
for lower, upper, gap in (("3P", "1D", own_pd), ("1D", "1S", own_ds)):
    c1, c2 = C_TERM[lower], C_TERM[upper]
    integral = sum(wt * (c2 - c1) / 2
                   * solve(space, (c1 + c2) / 2 + x * (c2 - c1) / 2)["F2"]
                   for x, wt in zip(q, qw))
    assert abs(integral - gap) < 1e-7, (lower, upper, integral - gap)
ordered = [terms["3P"], average, terms["1D"], terms["1S"]]
assert all(a["F2"] > b["F2"] and a["radius"] < b["radius"]
           for a, b in zip(ordered, ordered[1:]))

# Average-orbital energies and relaxation
frozen = {name: average["A"] + c * average["F2"] for name, c in C_TERM.items()}
av_pd = frozen["1D"] - frozen["3P"]
av_ds = frozen["1S"] - frozen["1D"]
relax = {name: frozen[name] - terms[name]["E"] for name in terms}
dc = 0.01
plus, minus = solve(space, C_AV + dc), solve(space, C_AV - dc)
slope = (plus["F2"] - minus["F2"]) / (2 * dc)
assert abs((plus["E"] - minus["E"]) / (2 * dc) - average["F2"]) < 1e-4
quadratic = {name: -slope * (c - C_AV)**2 / 2 for name, c in C_TERM.items()}
assert slope < 0 and min(relax.values()) > 0
assert all(abs(relax[n] / quadratic[n] - 1) < 0.3 for n in terms), (relax, quadratic)
assert own_ds / own_pd < 1.5
assert abs(own_pd - av_pd) < 0.1 * abs(own_ds - av_ds)
p_only = solve(space, C_TERM["1S"], frozen_s=average["cs"])
p_share = (frozen["1S"] - p_only["E"]) / relax["1S"]
assert 0 < p_share < 1

# Output
coulomb = const.e**2 / (4 * np.pi * const.epsilon_0)
bohr = const.hbar**2 / (const.m_e * coulomb)
hartree = coulomb / bohr
ev = hartree / const.e
print(f"bohr radius = {bohr:.8e} m")
print(f"hartree energy = {hartree:.8e} J")
print(f"hartree energy = {ev:.6f} eV")
print("angular eigenvalues of P2:", np.round(angular_values[[0, 5, 8]], 6))
print(f"average coefficient c_av = {C_AV:.6f}")
for name, sol in list(terms.items()) + [("average", average)]:
    print(f"{name}: E = {sol['E']:.6f} hartree, A = {sol['A']:.6f} hartree")
    print(f"{name}: F2 = {sol['F2']:.6f} hartree, <r>_2p = {sol['radius']:.5f} bohr")
    print(f"{name}: eps 1s, 2s, 2p = {sol['eps_s'][0]:.5f}, "
          f"{sol['eps_s'][1]:.5f}, {sol['eps_p']:.5f} hartree")
for name in terms:
    print(f"{name} with average orbitals: E = {frozen[name]:.6f} hartree")
for label, own, av in (("1D-3P", own_pd, av_pd), ("1S-1D", own_ds, av_ds),
                       ("1S-3P", own_pd + own_ds, av_pd + av_ds)):
    print(f"{label} own orbitals = {own:.6f} hartree = {own * ev:.4f} eV")
    print(f"{label} average orbitals = {av:.6f} hartree = {av * ev:.4f} eV")
    print(f"{label} own minus average = {(own - av) * 1e6:.2f} microhartree")
print(f"ratio (1S-1D)/(1D-3P), own orbitals = {own_ds / own_pd:.4f}")
print(f"ratio (1S-1D)/(1D-3P), average orbitals = {av_ds / av_pd:.4f}")
print(f"dF2/dc at c_av = {slope:.6f} hartree")
for name in terms:
    print(f"{name} relaxation = {relax[name] * 1e6:.2f} microhartree, "
          f"quadratic estimate = {quadratic[name] * 1e6:.2f} microhartree")
print(f"relaxation ratio 1S/3P = {relax['1S'] / relax['3P']:.3f}")
print(f"relaxation ratio 1S/1D = {relax['1S'] / relax['1D']:.3f}")
print(f"share of 1S relaxation from 2p alone = {100 * p_share:.2f} percent")
print(f"largest energy change with other basis = {basis_change:.1e} hartree")
print(f"largest virial error |E/T + 1| = {virial_error:.1e}")
for (decay, size), value in residuals.items():
    print(f"equation residual, decay {decay:.1f}/bohr, {size} functions = "
          f"{value:.1e} (atomic units)")
for name, gap in gaussian_gap.items():
    print(f"{name} Gaussian check minus radial E = {gap * 1e6:.2f} microhartree")
print("all tests passed")
```

Running it gives:

```
bohr radius = 5.29177211e-11 m
hartree energy = 4.35974472e-18 J
hartree energy = 27.211386 eV
angular eigenvalues of P2: [-0.2   0.04  0.4 ]
average coefficient c_av = -0.080000
3P: E = -37.688619 hartree, A = -37.639959 hartree
3P: F2 = 0.243302 hartree, <r>_2p = 1.71449 bohr
3P: eps 1s, 2s, 2p = -11.32552, -0.70563, -0.43334 hartree
1D: E = -37.631331 hartree, A = -37.640694 hartree
1D: F2 = 0.234066 hartree, <r>_2p = 1.77200 bohr
1D: eps 1s, 2s, 2p = -11.35150, -0.71867, -0.38134 hartree
1S: E = -37.549611 hartree, A = -37.637556 hartree
1S: F2 = 0.219862 hartree, <r>_2p = 1.87059 bohr
1S: eps 1s, 2s, 2p = -11.39159, -0.73967, -0.31006 hartree
average: E = -37.659698 hartree, A = -37.640602 hartree
average: F2 = 0.238706 hartree, <r>_2p = 1.74252 bohr
average: eps 1s, 2s, 2p = -11.33844, -0.71206, -0.40690 hartree
3P with average orbitals: E = -37.688343 hartree
1D with average orbitals: E = -37.631053 hartree
1S with average orbitals: E = -37.545119 hartree
1D-3P own orbitals = 0.057288 hartree = 1.5589 eV
1D-3P average orbitals = 0.057289 hartree = 1.5589 eV
1D-3P own minus average = -1.76 microhartree
1S-1D own orbitals = 0.081720 hartree = 2.2237 eV
1S-1D average orbitals = 0.085934 hartree = 2.3384 eV
1S-1D own minus average = -4213.79 microhartree
1S-3P own orbitals = 0.139008 hartree = 3.7826 eV
1S-3P average orbitals = 0.143224 hartree = 3.8973 eV
1S-3P own minus average = -4215.55 microhartree
ratio (1S-1D)/(1D-3P), own orbitals = 1.4265
ratio (1S-1D)/(1D-3P), average orbitals = 1.5000
dF2/dc at c_av = -0.038478 hartree
3P relaxation = 276.17 microhartree, quadratic estimate = 277.04 microhartree
1D relaxation = 277.93 microhartree, quadratic estimate = 277.04 microhartree
1S relaxation = 4491.72 microhartree, quadratic estimate = 4432.67 microhartree
relaxation ratio 1S/3P = 16.264
relaxation ratio 1S/1D = 16.161
share of 1S relaxation from 2p alone = 95.12 percent
largest energy change with other basis = 7.5e-09 hartree
largest virial error |E/T + 1| = 6.6e-10
equation residual, decay 2.5/bohr, 36 functions = 4.8e-04 (atomic units)
equation residual, decay 4.0/bohr, 36 functions = 1.2e-05 (atomic units)
equation residual, decay 4.0/bohr, 44 functions = 1.9e-06 (atomic units)
3P Gaussian check minus radial E = 32.57 microhartree
1D Gaussian check minus radial E = 32.48 microhartree
1S Gaussian check minus radial E = 32.45 microhartree
all tests passed
```
